# Half-Occupied Eigenvalues, Removal Energies and DFT-1/2 at Semiconductor Contacts, part 1

(Sections cited here and not found follow in the second part.)

## I. The half-occupied eigenvalue as a removal energy

In a local-density calculation of the arsenic atom, the highest occupied level, 4p, lies at $-0.192730$ Ha. Read as a removal energy, this would make the ionization energy 5.24 eV. Subtracting the total energies of the atom and its positive ion, in the same approximation, gives 9.33 eV. If half an electron is taken out of the 4p shell and the atom is solved again, the level falls to $-0.341529$ Ha, or 9.29 eV below zero. One eigenvalue misses the energy difference by 4.1 eV and the other by 0.04 eV, although both come from the same functional.

The calculation is nonrelativistic, uses the def2-TZVP basis, and keeps the density spherical and unpolarized in spin. The digits shown belong to this basis. In a large uncontracted basis the neutral 4p level lies 0.0048 Ha (0.13 eV) lower, at $-0.1975$ Ha, while the half-hole level moves by only 0.0002 Ha and the ionization energy by 0.01 eV. The midpoint error then grows from 0.04 to 0.06 eV, so its size is less certain than the digits below suggest. The question concerns the internal consistency of this approximation, not its agreement with a measured ionization energy.

### Setting and assumptions

Hartree atomic units are used unless another unit is shown. Let orthonormal orbitals $\phi_i$ have occupations $n_i$, and let

$$
\rho(\mathbf r)=\sum_i n_i|\phi_i(\mathbf r)|^2,\qquad
E=\sum_i n_i\langle\phi_i|h|\phi_i\rangle+F[\rho].
$$

Here $h=-\tfrac12\nabla^2+v_{\rm ext}$ holds the kinetic energy and the external potential, and $F$ holds the Hartree and exchange-correlation energies. With $v=\delta F/\delta\rho$, the self-consistent orbitals obey

$$
H\phi_i=(h+v)\phi_i=\varepsilon_i\phi_i .
$$

For spin-polarized calculations $\rho$ is replaced by the two spin densities, and each orbital feels the potential of its own spin. The proof below is otherwise unchanged.

One occupation, $n_a=n$, runs from 0 to 1 while the other occupations are held fixed. Write $E(n)$ for the self-consistent energy and $\varepsilon(n)$ for the eigenvalue of orbital $a$. The assumptions are:

1. The functional is differentiable along the path.
2. The self-consistent orbitals follow one branch that is differentiable in $n$.
3. $E$ has three continuous derivatives on $[0,1]$.

The first two give Janak's theorem. The third is needed for the error of the midpoint rule. A jump from one self-consistent solution to another, for example through a change of spin state, violates the second assumption.

**Theorem.** Under these assumptions there is a number $\xi$ between 0 and 1 such that

$$
E(1)-E(0)=\varepsilon(\tfrac12)+\frac{1}{24}E'''(\xi). \tag{1}
$$

If $E$ is a polynomial of degree two in $n$, the half-occupied eigenvalue therefore equals the total-energy difference. The ionization energy is $I=E(0)-E(1)$, the negative of the left side.

### Lemma 1: Janak's theorem

**Lemma.** $dE/dn=\varepsilon(n)$.

**Proof.** Let a dot denote $d/dn$. The density changes because the occupation changes and because every orbital relaxes:

$$
\dot\rho=|\phi_a|^2+\sum_i n_i\left(\dot\phi_i^*\phi_i+\phi_i^*\dot\phi_i\right).
$$

The chain rule applied to the energy gives

$$
\dot E=\langle\phi_a|h|\phi_a\rangle
+\sum_i n_i\left(\langle\dot\phi_i|h|\phi_i\rangle+\langle\phi_i|h|\dot\phi_i\rangle\right)
+\int v\,\dot\rho\,d^3r .
$$

Insert $\dot\rho$ and join each term in $v$ to the matching term in $h$:

$$
\dot E=\langle\phi_a|H|\phi_a\rangle
+\sum_i n_i\left(\langle\dot\phi_i|H|\phi_i\rangle+\langle\phi_i|H|\dot\phi_i\rangle\right).
$$

The first term is $\varepsilon_a$. In the sum, $H$ acts on $\phi_i$ to the right or to the left and gives the real number $\varepsilon_i$:

$$
\dot E=\varepsilon_a+\sum_i n_i\varepsilon_i
\left(\langle\dot\phi_i|\phi_i\rangle+\langle\phi_i|\dot\phi_i\rangle\right)
=\varepsilon_a+\sum_i n_i\varepsilon_i\frac{d}{dn}\langle\phi_i|\phi_i\rangle .
$$

Each norm stays equal to one, so its derivative vanishes and $\dot E=\varepsilon_a$. $\square$

The orbitals do relax; their relaxation drops out of the first derivative because the energy is stationary under changes that preserve the norms. It does not drop out of $\varepsilon(n)$ at a different occupation, since the potential there is built from the relaxed density.

**A degenerate shell.** In arsenic, the three 4p orbitals hold one electron each. If a total hole $f$ is spread equally, each occupation is $(3-f)/3$. With $n=1-f$, each occupation is $(2+n)/3$ and has derivative $1/3$. Applying Lemma 1 to all three gives

$$
\frac{dE}{dn}=\sum_{i=1}^{3}\frac{\partial E}{\partial n_i}\frac{dn_i}{dn}
=\frac13(\varepsilon+\varepsilon+\varepsilon)=\varepsilon .
$$

The theorem then holds with $n$ as the occupation of the one electron being removed. "Half-occupied" means that half of this electron is gone, not that each p orbital is half full.

The lemma can be tested from energies alone. The central difference of the total energies at hole fractions 0.45 and 0.55 is $-0.341543$ Ha, against the half-hole eigenvalue $-0.341529$ Ha. The difference of $-1.4\times10^{-5}$ Ha has a known source. For a step $h=0.05$ to each side,

$$
\frac{E(\frac12+h)-E(\frac12-h)}{2h}=E'(\tfrac12)+\frac{h^2}{6}E'''(\tfrac12)+\cdots .
$$

The value $E'''\simeq-0.035$ Ha found below makes the second term $-1.5\times10^{-5}$ Ha, which accounts for the difference at this precision.

### Lemma 2: the midpoint rule

**Lemma.** If $E$ has three continuous derivatives, then $E(1)-E(0)=E'(\tfrac12)+E'''(\xi)/24$ for some $\xi$ in $(0,1)$.

**Proof.** Expand from the midpoint to both ends, with $h=\tfrac12$ and the Taylor remainder in its derivative form:

$$
E(\tfrac12\pm h)=E(\tfrac12)\pm hE'(\tfrac12)+\frac{h^2}{2}E''(\tfrac12)
\pm\frac{h^3}{6}E'''(\xi_\pm).
$$

On subtraction the constant and quadratic terms cancel, because they have the same sign at both ends:

$$
E(1)-E(0)=2hE'(\tfrac12)+\frac{h^3}{6}\left[E'''(\xi_+)+E'''(\xi_-)\right].
$$

The average of the two third derivatives lies between them. Since $E'''$ is continuous, it takes this average value at some $\xi$, so the bracket is $2E'''(\xi)$. With $h=\tfrac12$, the coefficients are $2h=1$ and $2h^3/6=1/24$. $\square$

**Proof of the theorem.** Lemma 1 replaces $E'(\tfrac12)$ in Lemma 2 by $\varepsilon(\tfrac12)$. This is Eq. (1). If $E$ is quadratic, $E'''=0$ and the remainder vanishes. $\square$

The same result can be read as an integral. Lemma 1 gives

$$
E(1)-E(0)=\int_0^1\varepsilon(n)\,dn. \tag{2}
$$

The removal energy is the mean eigenvalue along the path. For a straight line $\varepsilon(n)$, the mean is the midpoint value. A straight eigenvalue line and a quadratic energy are the same condition.

When more derivatives exist, the Taylor series shows the next correction. Only odd powers survive subtraction, so

$$
E(1)-E(0)=\varepsilon(\tfrac12)+\frac{\varepsilon''(\frac12)}{24}
+\frac{\varepsilon^{(4)}(\frac12)}{1920}+\cdots . \tag{3}
$$

The last coefficient is $2(1/2)^5/5!=1/1920$.

### Why the fully occupied eigenvalue fails

For a quadratic energy, $\varepsilon(n)=\varepsilon(\tfrac12)+(n-\tfrac12)\varepsilon'$, and therefore

$$
\varepsilon(1)-[E(1)-E(0)]=\tfrac12\varepsilon'. \tag{4}
$$

The fully occupied eigenvalue already errs through the quadratic term of the energy. A frozen orbital with Hartree repulsion alone shows the meaning. Let $b$ be its energy without self-repulsion and

$$
J=\iint\frac{|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

Then $E(n)=E(0)+nb+\tfrac12n^2J$ and $\varepsilon(n)=b+nJ$. The removal difference is $b+\tfrac12J$, which is $\varepsilon(\tfrac12)$, whereas $\varepsilon(1)$ is too high by $\tfrac12J$. In this model the electron at full occupation feels the whole repulsion of its own density. In a real functional, exchange and correlation reduce this term, and the other orbitals screen it.

For arsenic the three eigenvalues are

$$
\varepsilon(1)=-0.192730,\qquad
\varepsilon(\tfrac12)=-0.341529,\qquad
\varepsilon(0)=-0.499032\ {\rm Ha}.
$$

The level deepens as the electron leaves. The two half-steps are 0.1488 Ha, from $n=1$ to $\tfrac12$, and 0.1575 Ha, from $\tfrac12$ to 0. Their near equality is the near linearity that the midpoint rule needs. Their difference gives the curvature:

$$
\varepsilon''\simeq\frac{\varepsilon(1)-2\varepsilon(\frac12)+\varepsilon(0)}{(1/2)^2}
=\frac{-0.008704}{0.25}=-0.0348\ {\rm Ha}.
$$

Equation (3) then predicts a remainder of $-0.00145$ Ha. Using the eigenvalues at hole fractions 1/4, 1/2 and 3/4 instead gives $-0.001456$ Ha. The total energies give

$$
E(1)-E(0)-\varepsilon(\tfrac12)=-0.342982+0.341529=-0.001453\ {\rm Ha},
$$

or $-0.040$ eV. The curvature of the eigenvalue thus accounts for the small error left in the opening comparison. Relative to the removal energy, that error is 0.4%. The curvature is sensitive to the basis. On a converged radial grid the half-steps are 0.1438 and 0.1568 Ha, $\varepsilon''\simeq-0.052$ Ha, and both the predicted and the actual remainder are $-0.0022$ Ha, or 0.6%. The fully occupied eigenvalue then misses by 4.0 eV, and the distance from the end average given next grows to 0.0043 Ha.

The average of the two end eigenvalues is another rule that is exact for a quadratic energy. It is $-0.345881$ Ha here, so the removal difference lies 0.002899 Ha above it. The expansion explains the size and sign: the end average is $\varepsilon(\tfrac12)+\varepsilon''/8$, while the integral is $\varepsilon(\tfrac12)+\varepsilon''/24$. Their difference, integral minus average, is $-\varepsilon''/12$, which is twice the midpoint remainder with the opposite sign.

### What the theorem leaves open

A small midpoint error does not make the functional accurate. If spin polarization is allowed while the p shell stays spherically averaged, the ionization energy rises from 9.33 to 9.98 eV. The half-hole eigenvalue in that calculation is $-0.365252$ Ha, or 9.94 eV below zero. The midpoint error is again about 0.04 eV, while the omitted spin effect was 0.64 eV. On a converged radial grid these values become 9.97 eV, $-0.3647$ Ha, 0.05 eV and 0.63 eV. The theorem relates two numbers within each approximation; it does not choose between approximations.

Linearity in occupation is a separate limiting case. If $E(n)$ is a straight line between its end values, then $\varepsilon(n)$ is constant inside the interval and any interior occupation gives the removal energy. The need to go to one half is a consequence of the curvature of the approximate energy. Jumps of the eigenvalue at the two end occupations do not spoil Eq. (2), provided that $E$ remains continuous and Lemma 1 holds between them.

For a removed charge $q$ instead of one electron, the interval has half-width $q/2$. The same expansion gives

$$
E(1)-E(1-q)=q\,\varepsilon(1-q/2)+\frac{q^3}{24}E'''(\xi).
$$

Small charge transfers are therefore described by eigenvalues close to their starting values. The distinction between a hole concentrated on one atom and one spread over many cells follows from how much each local potential changes.

## II. From an atomic half-hole to a semiconductor contact

The first half established that $dE/dn=\varepsilon(n)$ and $E(1)-E(0)=\varepsilon(\tfrac12)+E'''(\xi)/24$, where $n$ is the occupation of the electron being removed. For As 4p, $\varepsilon(1)=-0.192730$ Ha and $\varepsilon(\tfrac12)=-0.341529$ Ha. The quantity needed for a solid is the potential that produces this fall of 0.148798 Ha (0.1438 Ha at the basis limit).

### Lemma 3: the half-hole potential

Define

$$
\Delta V(\mathbf r)=V_{\rm KS}^{\rm half\ hole}(\mathbf r)-V_{\rm KS}^{\rm neutral}(\mathbf r).
$$

**Lemma.** To first order in $\Delta V$, $\varepsilon(\tfrac12)-\varepsilon(1)=\langle\phi|\Delta V|\phi\rangle$ with the neutral orbital. Averaging this expectation over the neutral and half-hole orbitals is correct through second order.

**Proof.** Connect the two converged Hamiltonians by $H_\lambda=H_{\rm neutral}+\lambda\Delta V$, with $0\le\lambda\le1$. Let $e(\lambda)$ be the eigenvalue that follows the 4p orbital $\phi_\lambda$. Differentiating $e=\langle\phi_\lambda|H_\lambda|\phi_\lambda\rangle$ leaves

$$
e'(\lambda)=\langle\phi_\lambda|\Delta V|\phi_\lambda\rangle,
$$

because the terms from the change of a normalized eigenfunction cancel as in Lemma 1. Hence

$$
\varepsilon(\tfrac12)-\varepsilon(1)=\int_0^1e'(\lambda)\,d\lambda .
$$

Expanding about $\lambda=0$ gives $e'(0)+\tfrac12e''(0)+\tfrac16e'''(0)+\cdots$. The $k$th derivative of $e$ is of order $(\Delta V)^k$, so $e'(0)$ is the first-order result. The end average is

$$
\tfrac12[e'(0)+e'(1)]=e'(0)+\tfrac12e''(0)+\tfrac14e'''(0)+\cdots,
$$

which agrees with the integral through second order. $\square$

The neutral 4p orbital gives $-0.147511$ Ha. The two-orbital average gives $-0.148766$ Ha, against the eigenvalue shift $-0.148798$ Ha. A separate radial evaluation of $\Delta V$ gives the first-order value $-0.147512$ Ha, which checks the construction of the potential from the calculated densities. These digits belong to the def2-TZVP basis; on a converged radial grid the first-order value, the two-orbital average and the eigenvalue shift are $-0.1422$, $-0.1437$ and $-0.1438$ Ha.

For a spherical density change $\Delta\rho$, the Hartree part of that potential is

$$
\Delta V_{\rm H}(r)=4\pi\left[\frac1r\int_0^r\Delta\rho(s)s^2ds+\int_r^\infty\Delta\rho(s)s\,ds\right].
$$

The total of $\Delta\rho$ is $-\tfrac12$. Outside the atom, the first integral therefore gives $-1/(2r)$ and the second vanishes. The local exchange-correlation change also dies away, but only roughly as the cube root of the density. At $r=20$ bohr, the calculated product $r\Delta V$ is $-0.5000$ Ha bohr in this basis, whose Gaussian tails are too short; on a radial grid it is $-0.498$ Ha bohr.

For an atom, the half-occupied eigenvalue gives the removal energy up to a third-derivative remainder, and the potential $\Delta V$ of the half-hole accounts for the fall of the As 4p level. It remains to see what must be assumed to use this potential in a crystal, and how it then moves the band edges and the barriers at a metal contact.
